# Bradley–Harper Ripple Wavelength from Sputtering and Surface Diffusion

## Ripple selection on an ion-sputtered surface

A flat solid eroded by a uniform oblique ion beam can develop ripples, although nothing in the beam carries their period. The ions stop below the surface and release their energy there, so the erosion at a point depends on the shape of the surface around it. This dependence can make troughs erode faster than crests. Surface diffusion fills troughs, and does so most effectively at short wavelengths. The competition sets the wavelength that grows fastest.

### Erosion by buried energy

Let the surface be $z=h(x,y,t)$, with mean normal along $z$. The beam travels along $\mathbf m=(s,0,-c)$, where $s=\sin\theta$, $c=\cos\theta$ and $0\le\theta<90^\circ$. Its flux $J$ is counted per area across the beam. An ion of energy $E$ entering at $\mathbf P$ deposits a Gaussian energy cloud centred at $\mathbf P+a\mathbf m$, with widths $\alpha$ along and $\beta$ across its path. In Sigmund's model the normal erosion speed is $v_n=\Lambda\times$ (energy deposited at the surface point per volume and time), with $\Lambda$ a material constant. Shadowing and ion reflection are left out.

The surface above $dX\,dY$ has area vector $(-h_X,-h_Y,1)\,dX\,dY$. Its product with $-\mathbf m$ gives the arriving ions, and projecting normal erosion onto $z$ gives the height change:

$$dN/dt=J(c+s\,h_X)\,dX\,dY,\qquad h_t=-\sqrt{1+|\nabla h|^2}\;v_n. \tag{1}$$

Let the entry point lie at horizontal offset $\boldsymbol\rho=(p,q)$ and relative height $\delta=h(X,Y)-h(x,y)$ from the eroded point. The vector from the cloud centre to the eroded point is $\mathbf u=-(p+as,\,q,\,\delta-ac)$. Its component along $\mathbf m$ is $-(a+ps-\delta c)$. Its components along the transverse unit vectors $(c,0,s)$ and $(0,1,0)$ are $-(pc+\delta s)$ and $-q$. For small slopes the square root in (1) is 1 to first order, so

$$h_t=-N\!\int\!(c+s\,h_X)\,e^{-\Phi}\,dp\,dq,\quad \Phi=\frac{(a+ps-\delta c)^2}{2\alpha^2}+\frac{q^2+(pc+\delta s)^2}{2\beta^2}, \tag{2}$$

with $N=\Lambda JE/[(2\pi)^{3/2}\alpha\beta^2]$.

### The flat surface

Set $\delta=0$ and define $\Delta^2=\alpha^2c^2+\beta^2s^2$. The coefficient of $p^2/2$ in $\Phi$ is $s^2/\alpha^2+c^2/\beta^2=\Delta^2/(\alpha^2\beta^2)\equiv1/w^2$, and the linear term is $asp/\alpha^2$. Completing the square gives

$$\Phi_0=\frac{(p-p_0)^2}{2w^2}+\frac{q^2}{2\beta^2}+\frac{a^2c^2}{2\Delta^2},\quad p_0=-\frac{as\beta^2}{\Delta^2},\quad w^2=\frac{\alpha^2\beta^2}{\Delta^2}. \tag{3}$$

The constant is $a^2/(2\alpha^2)-p_0^2/(2w^2)=(a^2/2\alpha^2)(1-s^2\beta^2/\Delta^2)$, which reduces to the form shown because $\Delta^2-s^2\beta^2=\alpha^2c^2$. The negative $p_0$ says that the ions eroding a point enter, on average, upstream of it.

The Gaussian integral is $2\pi w\beta\,e^{-a^2c^2/2\Delta^2}$. The flat surface therefore recedes at $v_0=\Lambda JE\,c\,e^{-a^2c^2/2\Delta^2}/(\sqrt{2\pi}\Delta)$. With atomic volume $\Omega$ and yield $Y$ in atoms per ion, $v_0=J\Omega Yc$. Dividing by the normal-incidence case, where $\Delta=\alpha$,

$$\frac{Y(\theta)}{Y(0)}=\frac{\alpha}{\Delta}\exp\!\left(\frac{a^2}{2\alpha^2}-\frac{a^2c^2}{2\Delta^2}\right). \tag{4}$$

### A small corrugation

Put $h=-v_0t+\eta\,e^{i\mathbf k\cdot\mathbf r+\sigma t}$ with small $\eta$. Relative to the corrugation at the eroded point, $h_X$ is $ik_xe^{i\mathbf k\cdot\boldsymbol\rho}$ and $\delta$ is $e^{i\mathbf k\cdot\boldsymbol\rho}-1$. To first order $e^{-\Phi}=e^{-\Phi_0}(1+D\delta)$, where

$$D=-\left.\frac{\partial\Phi}{\partial\delta}\right|_0=\frac{c(a+ps)}{\alpha^2}-\frac{scp}{\beta^2}=d_0+d_1p,$$

$d_0=ac/\alpha^2$ and $d_1=cs(\alpha^{-2}-\beta^{-2})$. Let $\langle\cdot\rangle$ be the average over the normalized weight $e^{-\Phi_0}$. The total weight times $N$ is $v_0/c$, so (2) becomes

$$\sigma=-\frac{v_0}{c}\left\langle ik_xs\,e^{i\mathbf k\cdot\boldsymbol\rho}+cD\,(e^{i\mathbf k\cdot\boldsymbol\rho}-1)\right\rangle. \tag{5}$$

The averages needed are

$$\chi\equiv\langle e^{i\mathbf k\cdot\boldsymbol\rho}\rangle=e^{ik_xp_0-k_x^2w^2/2-k_y^2\beta^2/2},\qquad \langle p\,e^{i\mathbf k\cdot\boldsymbol\rho}\rangle=-i\,\partial\chi/\partial k_x=(p_0+ik_xw^2)\chi .$$

Hence $\langle D(e^{i\mathbf k\cdot\boldsymbol\rho}-1)\rangle=(d_0+d_1p_0)(\chi-1)+ik_xd_1w^2\chi$. Since $p_0=-asw^2/\alpha^2$, the two coefficients simplify:

$$d_0+d_1p_0=\frac{acw^2}{\alpha^2}\left[\frac1{w^2}-\frac{s^2}{\alpha^2}+\frac{s^2}{\beta^2}\right]=\frac{acw^2}{\alpha^2\beta^2}=\frac{ac}{\Delta^2},$$

$$s+cd_1w^2=s\,\frac{\Delta^2+c^2(\beta^2-\alpha^2)}{\Delta^2}=\frac{s\beta^2}{\Delta^2}.$$

The linear response to sputtering at any wavelength in this model is therefore

$$\sigma=-\frac{v_0}{c\Delta^2}\left[ac^2(\chi-1)+ik_xs\beta^2\chi\right]. \tag{6}$$

### Long waves

For wavelengths much longer than the cloud, $\chi\simeq1+ik_xp_0-\tfrac12k_x^2(w^2+p_0^2)-\tfrac12k_y^2\beta^2$. The real part of (6) to second order is $K_xk_x^2+K_yk_y^2$. The term $-\tfrac12k_x^2(w^2+p_0^2)$ gives the first part of $K_x$. The product $ik_x\cdot ik_xp_0=-k_x^2p_0$ gives the second, after inserting $p_0$:

$$K_x=\frac{v_0a}{c\Delta^2}\left[\frac{c^2(w^2+p_0^2)}2-\frac{s^2\beta^4}{\Delta^2}\right],\qquad K_y=\frac{v_0ac\beta^2}{2\Delta^2}. \tag{7}$$

Positive $K$ means roughening; in real space it gives $h_t=-K_xh_{xx}-K_yh_{yy}$.

At normal incidence $p_0=0$ and $w=\beta$, so $K_x=K_y=v_0a\beta^2/(2\alpha^2)$. The ground around a trough is higher than the trough, so the clouds of ions entering there are centred closer to the trough's level and erode it more. The negative term in $K_x$ opposes this at oblique incidence. For $\alpha=\beta$, where $d_1=0$, it comes wholly from the flux: a trough is fed from upstream, where the surface slopes down along the beam and receives fewer ions per horizontal area.

The imaginary part of (6) moves the pattern. To first order in $k_x$ its velocity along $+x$ is

$$-\frac{\operatorname{Im}\sigma}{k_x}=\frac{v_0s\beta^2}{c\Delta^2}\left(1-\frac{a^2c^2}{\Delta^2}\right). \tag{8}$$

### Surface diffusion and the selected wavelength

For small slopes the surface energy is $\gamma\int(1+\tfrac12|\nabla h|^2)\,dx\,dy$, with $\gamma$ isotropic. Its variation per added atom is the chemical potential $\mu=-\Omega\gamma\nabla^2h$. Atoms drift down its gradient with current $\mathbf j=-(Dn_s/k_BT)\nabla\mu$, where from here on $D$ is the surface diffusivity referred to all $n_s$ sites per area. Conservation, $h_t=-\Omega\nabla\cdot\mathbf j$, gives

$$h_t=-B\nabla^4h,\qquad B=\frac{Dn_s\gamma\Omega^2}{k_BT}. \tag{9}$$

Write $\mathbf k=k(\cos\varphi,\sin\varphi)$ and $K(\varphi)=K_x\cos^2\varphi+K_y\sin^2\varphi$. Adding diffusion to the long-wave sputtering rate,

$$R=K(\varphi)k^2-Bk^4,\qquad \frac{\partial R}{\partial k}=2k\,[K(\varphi)-2Bk^2]. \tag{10}$$

If $K(\varphi)\le0$, this long-wave rate is negative for every $k>0$ in that direction. If $K(\varphi)>0$, the stationary point $k^2=K(\varphi)/2B$ has $\partial^2R/\partial k^2=2K(\varphi)-12Bk^2=-4K(\varphi)<0$. It is a maximum, of height $K(\varphi)^2/4B$. As $K(\varphi)$ is a weighted mean of $K_x$ and $K_y$, it is greatest on an axis. With $K=\max(K_x,K_y)$,

$$k_*=\sqrt{\frac K{2B}},\qquad \lambda_*=2\pi\sqrt{\frac{2B}K},\qquad R_*=\frac{K^2}{4B}. \tag{11}$$

This is the Bradley–Harper wavelength. Since $K_y>0$ by (7), the model always has a growing wave. At fixed angle, temperature and diffusivity, $K\propto J$ and $\lambda_*\propto J^{-1/2}$.

Growth also sharpens the pattern. Near the peak on the selected axis, $R\simeq R_*-2K(k-k_*)^2$. An initially smooth power spectrum is multiplied by $e^{2Rt}$, which is a Gaussian in $k$ of variance $1/(8Kt)$. Dividing by $k_*^2$ gives $B/(4K^2t)=1/(16R_*t)$, so the relative rms width along that axis is $1/(4\sqrt{R_*t})$ at late times.

### Which way the ripples run

If $K_x>K_y$ the wavevector lies along the beam projection and the crests lie across it. Equating the coefficients in (7) and multiplying by $2c\Delta^6/(v_0a\beta^2)$ gives

$$c^2(\alpha^2\Delta^2+a^2s^2\beta^2)-2s^2\beta^2\Delta^2=c^2\Delta^4.$$

Let $g=\alpha^2-\beta^2$ and $C=c^2$, so that $\Delta^2=\beta^2+gC$ and $\alpha^2-\Delta^2=gs^2$. Dividing by $s^2$ leaves $C(g\Delta^2+a^2\beta^2)-2\beta^2\Delta^2=0$, or

$$F(C)=g^2C^2+\beta^2(a^2-g)C-2\beta^4=0. \tag{12}$$

For $\theta>0$, $F$ has the sign of $K_x-K_y$. As $F(0)<0$, the wavevector turns to $y$ near grazing incidence. There is a switch at an angle between $0$ and $90^\circ$ if $F(1)>0$, that is, if $a^2\beta^2>\alpha^2(3\beta^2-\alpha^2)$. For $\alpha=\beta$, (12) gives $\cos\theta_c=\sqrt2\,\alpha/a$.

### Ripples on hot nickel

Take nickel at 600 K under roughly 1 keV argon ions at $45^\circ$, with $J=10^{15}$ cm⁻² s⁻¹ $=10$ nm⁻² s⁻¹ (160 µA/cm²). Rough inputs are $a=1.5$, $\alpha=0.8$ and $\beta=0.6$ nm, $Y(0)=2$, $\gamma=2$ J/m² $=12.48$ eV/nm², and $D=10^{-3}$ cm²/s $\times\,e^{-1.2\,\mathrm{eV}/k_BT}=8.33$ nm²/s. The cube edge 0.352 nm gives $\Omega=0.0109$ nm³ and $n_s=\Omega^{-2/3}=20.3$ nm⁻².

Here $\Delta^2=0.5(0.64+0.36)=0.50$ nm², $p_0=-0.764$ nm and $w^2=0.461$ nm². Equation (4) gives $Y=4.26$, so $v_0=10(0.0109)(4.26)(0.707)=0.328$ nm/s. Then

$$K_x=\frac{0.3285(1.5)}{0.707(0.50)}\,[0.261-0.130]=0.183\ \mathrm{nm^2/s},$$

$$K_y=\frac{0.3285(1.5)(0.707)(0.36)}{2(0.50)}=0.125\ \mathrm{nm^2/s}.$$

Direct numerical summation of the energy clouds over a weakly corrugated surface, without linearization, gives the same two values. Diffusion gives

$$B=\frac{8.33(20.3)(12.48)(0.0109)^2}{0.0517}=4.86\ \mathrm{nm^4/s}.$$

Since $K_x$ is larger, $k_*=\sqrt{0.183/9.72}=0.137$ nm⁻¹ and $\lambda_*=46$ nm, with the wavevector along the beam projection. The rate $R_*=0.183^2/19.4=1.7\times10^{-3}$ s⁻¹ means one e-fold of amplitude in 580 s, after a fluence of $5.8\times10^{17}$ cm⁻² and 190 nm of erosion. Equation (8) gives $-0.30$ nm/s: the ripples move upstream. The orientation switches at $53.6^\circ$. After ten e-folds of linear growth, the late-time law gives a relative spectral width of 0.079 along the selected axis; summing the spectrum on that axis gives 0.081. The spread across the axis is larger: about $0.18\,k_*$ on a cut through the peak, and $0.20\,k_*$ over the whole spectrum. These widths illustrate the linear model: to end at slope 0.1 after ten e-folds, a wave would have to start with an amplitude of only $3\times10^{-5}$ nm.

At fixed flux, $\lambda_*$ is 17 nm at 550 K and 107 nm at 650 K, mainly through the activated diffusivity.

### Where the result fails

**Short waves.** The next term of (6) along $x$ is $-B_{\rm ion}k^4$. With the offset moments $m_3=p_0^3+3p_0w^2$ and $m_4=p_0^4+6p_0^2w^2+3w^4$, the fourth-order parts of $\operatorname{Re}\chi$ and $\operatorname{Re}(ik\chi)$ are $k^4m_4/24$ and $k^4m_3/6$, so

$$B_{\rm ion}=\frac{v_0}{c\Delta^2}\left[\frac{ac^2m_4}{24}+\frac{s\beta^2m_3}{6}\right]. \tag{13}$$

It is 0.016 nm⁴/s here, 0.3% of $B$. Using (6) in full raises $\lambda_*$ by about 0.2% at 600 K and 1.2% at 550 K. The two coefficients become equal at 478 K, but there (11) would give $k_*\alpha\approx1.9$, outside the long-wave regime. In the opposite limit of very short waves $\chi\to0$ and $\sigma\to v_0ac/\Delta^2>0$. Sputtering alone thus supplies no short-wave cutoff in this model, despite the positive $B_{\rm ion}$.

**Finite slope.** At slope 0.1, an amplitude of 0.73 nm, the sputter roughening of the fundamental is 2% below its linear value. Sputtering also feeds a second harmonic, at 0.57 of the rate at which it linearly roughens the fundamental. Diffusion damps that harmonic sixteen times faster than the fundamental, so this source rate alone does not give the ripple shape.

**Momentum transfer.** Ions also push atoms along the surface. Let $M$ be the total displacement per ion (atoms times distance), directed along $\mathbf m$ and carried by its tangential part. Take $M$ to be independent of the local incidence angle. For small tilts that part is $(s-ch_x,\,-ch_y)$. Multiplying by the arrival rate in (1), the volume current is

$$J\Omega M\left(sc-\cos2\theta\,h_x,\;-c^2h_y\right),$$

and minus its divergence adds $J\Omega M(\cos2\theta\,h_{xx}+c^2h_{yy})$ to $h_t$. Thus $K_x$ falls by $J\Omega M\cos2\theta$ and $K_y$ by $J\Omega Mc^2$. At normal incidence $M>0.84$ atom nm per ion stabilizes the flat surface, so the predicted instability there is fragile. For an assumed $M=5$ atom nm, $K_x$ is unchanged at $45^\circ$ but loses 54% at $40^\circ$, while $K_y$ at $45^\circ$ becomes $-0.15$ nm²/s. With constant $M$, the selected wave of the example therefore survives. If $M$ varies with the local incidence angle, which is $\theta-h_x$ for small slopes along $x$, $K_x$ falls by a further $J\Omega sc\,dM/d\theta$. For $M=5$ atom nm at $45^\circ$, a rise of 1.2% per degree is enough to cancel $K_x$, and a fall of the same size doubles it.

**Real nickel.** The lattice constant and surface energy are ordinary values for nickel, and the current density is within reach of broad-beam ion sources. For the wavelength, the diffusivity is the weakest input: a barrier lower by 0.1 eV moves $\lambda_*$ from 46 to 120 nm. The estimate also counts thermal diffusion only. Adatoms and vacancies made by the beam may add to the transport, especially at lower temperature, and $B$ would then depend on the flux as well. The orientation is sensitive to the energy cloud: with $a=1.2$ nm instead of 1.5 nm and the other inputs kept, $K_y$ exceeds $K_x$, so the wavevector turns to $y$ and $\lambda_*$ becomes 69 nm. The shape of the cloud matters even more. A shallower, rounder cloud with $a=1.17$, $\alpha=0.85$ and $\beta=0.87$ nm is also plausible for this ion and target. It lowers $Y(45^\circ)/Y(0)$ from 2.1 to 1.6, makes $K_x$ slightly negative and gives $K_y=0.10$ nm²/s, so $\lambda_*=61$ nm with the wavevector along $y$. A constant $M$ above about 1.9 atom nm would then leave no growing long wave at $45^\circ$. The orientation found in the example, and its survival under momentum transfer, belong to the assumed cloud. A crystalline metal surface also breaks the assumption of free passage across steps. Step-edge barriers can drive an uphill volume current $v_0\ell\,h_x$, where $\ell$ is the net uphill displacement per unit slope, in atoms times distance, for each atom sputtered. This adds $v_0\ell$ to $K_x$, and $\ell=0.56$ nm is enough to double it, which shortens $\lambda_*$ to 32 nm. Equation (9) also assumes an isotropic surface energy. On a rough crystal surface $\gamma$ must be replaced by the surface stiffness, which includes the second derivative of the surface energy with respect to tilt and can differ clearly from $\gamma$. On facets below their roughening temperature the smooth expansion behind (9) fails. The 46 nm is therefore an illustration with nickel-like inputs, and a definite prediction for the stated model alone.

## Computed values

```
Energy depth, widths along/across: 1.5, 0.8, 0.6 nm
Incidence angle: 45.0 deg
Ion flux: 1.00e+15 cm^-2 s^-1
Ion current density: 160.2 uA/cm2
Yield at normal incidence (input): 2.00 atoms/ion
Yield at the example angle: 4.261 atoms/ion
Cube edge: 0.352 nm; atomic volume: 0.01090 nm^3
Surface site density: 20.34 nm^-2
Surface energy: 2.00 J/m^2 = 12.483 eV/nm^2
Diffusion prefactor: 1.0e-03 cm2/s; barrier: 1.2 eV
Temperature: 600 K; kT: 0.05170 eV
Surface diffusivity: 8.326 nm^2/s
Depth variance Delta^2: 0.5000 nm^2
Mean entry offset p0: -0.7637 nm; variance w^2: 0.4608 nm^2
Flat erosion speed v0: 0.3285 nm/s
Kx: 0.1831 nm^2/s; Ky: 0.1254 nm^2/s
Direct quadrature Kx: 0.1831 nm^2/s
Direct quadrature Ky: 0.1254 nm^2/s
Diffusion coefficient B: 4.8603 nm^4/s
Selected wavenumber k*: 0.1373 nm^-1
Selected wavelength: 45.78 nm
Greatest growth rate R*: 1.7249e-03 s^-1
Amplitude e-fold time: 579.7 s
Fluence per e-fold: 5.797e+17 cm^-2
Depth eroded per e-fold: 190.4 nm
Long-wave drift velocity along +x: -0.2956 nm/s
Orientation switch angle: 53.62 deg
Relative spectral width at R*t=10, sum: 0.0811
Relative spectral width at R*t=10, law: 0.0791
Wavelength at 550 K, long-wave formula: 16.65 nm
Wavelength at 550 K, full dispersion: 16.86 nm
Wavelength at 600 K, long-wave formula: 45.78 nm
Wavelength at 600 K, full dispersion: 45.85 nm
Wavelength at 650 K, long-wave formula: 107.39 nm
Wavelength at 650 K, full dispersion: 107.42 nm
Wavelength at 600 K, barrier 0.1 eV lower: 120.4 nm
k* times largest cloud width: 0.1098
k* times energy depth: 0.2059
Sputtering fourth-order B_ion: 0.01602 nm^4/s
Ratio B_ion/B: 0.00330
Temperature where B equals B_ion: 477.7 K
Amplitude at slope 0.1: 0.729 nm
Sputter roughening change at slope 0.1: -2.15 %
Second harmonic / sputter roughening, slope 0.1: 0.570
Displacement that stabilizes 0 deg: 0.844 atom nm/ion
Assumed displacement: 5.0 atom nm/ion
Its reduction of Kx at 40 deg, share of Kx: 0.537
Ky at 45 deg with that displacement: -0.1472 nm^2/s
Uphill drift per unit slope that doubles Kx: 0.5575 nm
```
